**Node charges and slice Chern numbers in a periodic band model**

The program tests that the charges of all nodes between two neighbouring bands add to zero over the Brillouin zone. The charge is the outward flux of the Berry curvature $\mathbf F$ of the occupied bands through a small sphere, divided by $2\pi$; $C$ is the corresponding flux through a planar slice of the zone. For a two-band lattice model, Newton searches find three nodes, with charges $-2$, $+1$ and $+1$. The program asserts that the jumps of $C$, computed on whole slices along $k_z$ and $k_x$, equal these sphere charges, and that $C$ agrees on both sides of the plane $k_y=0$ containing all the nodes. It also asserts the sign rule $\chi=\mathrm{sgn}\det v$ for linear nodes with velocity matrix $v$, the vanishing divergence of $\mathbf F$ at a test point, and its periodicity when the Hamiltonian is periodic only up to a unitary. Direct quadrature of $\mathbf F$ at $k_z=\pi$ gives $C=2.00000$ for both orbital placements, and the disc flux of a single continuum cone follows its closed formula. A three-band spin-1 version with two occupied bands has the doubled charges $-4$, $+2$ and $+2$, which again sum to zero.

## Numerical check

```python
"""
Result under test: in a periodic band model the charges of all nodes between
bands n and n+1 add to zero, because the Chern number C of a planar slice jumps
by the enclosed charge at each node and returns to itself across the zone.

Symbols: k = wavevector times lattice constant (rad); d(k) = field in
H = d.S, with S the Pauli matrices (two bands) or spin-1 matrices (three bands);
F = curl of A, A = i sum <u|grad u> over occupied bands;
charge = outward flux of F through a small sphere / 2 pi;
C = flux of F through a full slice of the zone / 2 pi.
Energies are in units of the hopping t.
"""
import numpy as np

MASS, SPLIT, SKEW = 1.0, 0.2, 0.3
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
r2 = np.sqrt(0.5)
SPIN1 = np.array([[[0, r2, 0], [r2, 0, r2], [0, r2, 0]],
                  [[0, -1j*r2, 0], [1j*r2, 0, -1j*r2], [0, 1j*r2, 0]],
                  [[1, 0, 0], [0, 0, 0], [0, 0, -1]]], dtype=complex)


def field(k):
    x, y, z = k[..., 0], k[..., 1], k[..., 2]
    return np.stack([np.cos(x) - np.cos(y) + SPLIT*(1 + np.sin(z)),
                     np.sin(x)*np.sin(y),
                     np.cos(z) + MASS*(2 - np.cos(x) - np.cos(y))
                     + SKEW*np.sin(x)], axis=-1)


def ham2(k):
    return np.einsum('...a,aij->...ij', field(k), PAULI)


def ham3(k):
    return np.einsum('...a,aij->...ij', field(k), SPIN1)


def cone(k):
    return np.einsum('...a,aij->...ij', k, PAULI)


def embedded(k):
    """Same bands with the second orbital displaced: not periodic itself."""
    phase = np.exp(1j*(k @ np.array([0.3, 0.1, 0.45])))
    v = np.stack([np.ones_like(phase), phase], axis=-1)
    return v[..., :, None]*ham2(k)*v.conj()[..., None, :]


def plaquette_flux(ham, k, occupied):
    """Flux of F through each cell of a surface mesh, from state overlaps."""
    u = np.linalg.eigh(ham(k))[1][..., :occupied]
    bra = np.swapaxes(u.conj(), -1, -2)
    link1 = np.linalg.det(bra @ np.roll(u, -1, axis=0))
    link2 = np.linalg.det(bra @ np.roll(u, -1, axis=1))
    loop = (link1*np.roll(link2, -1, axis=0)
            * np.roll(link1, -1, axis=1).conj()*link2.conj())
    return -np.angle(loop)


def to_integer(flux):
    assert np.max(np.abs(flux)) < 1.5, "mesh too coarse"
    value = flux.sum()/(2*np.pi)
    assert abs(value - round(value)) < 1e-6
    return int(round(value))


def sphere_charge(ham, centre, radius=0.3, occupied=1):
    theta = np.linspace(0, np.pi, 41)[:, None]
    phi = (2*np.pi*np.arange(60)/60)[None, :]
    normal = np.stack([np.sin(theta)*np.cos(phi), np.sin(theta)*np.sin(phi),
                       np.cos(theta) + 0*phi], axis=-1)
    flux = plaquette_flux(ham, centre + radius*normal, occupied)
    return to_integer(flux[:-1])


def slice_mesh(axis, height, size):
    grid = 2*np.pi*np.arange(size)/size
    k = np.empty((size, size, 3))
    k[..., axis] = height
    k[..., (axis + 1) % 3] = grid[:, None]
    k[..., (axis + 2) % 3] = grid[None, :]
    return k


def slice_chern(ham, axis, height, occupied=1, size=120):
    return to_integer(plaquette_flux(ham, slice_mesh(axis, height, size),
                                     occupied))


def curvature(ham, k, step=1e-4):
    """Vector F of the lowest band from the sum over other states."""
    energy, u = np.linalg.eigh(ham(k))
    bra = np.swapaxes(u.conj(), -1, -2)
    slopes = []
    for a in range(3):
        shift = step*np.eye(3)[a]
        slopes.append(bra @ ((ham(k + shift) - ham(k - shift))/(2*step)) @ u)
    gap2 = (energy[..., 1:] - energy[..., :1])**2
    parts = []
    for a in range(3):
        b, c = (a + 1) % 3, (a + 2) % 3
        term = slopes[b][..., 0, 1:]*slopes[c][..., 1:, 0]/gap2
        parts.append(-2*term.imag.sum(axis=-1))
    return np.stack(parts, axis=-1)


def jacobian(k, step=1e-5):
    return np.stack([(field(k + step*e) - field(k - step*e))/(2*step)
                     for e in np.eye(3)], axis=-1)


# Node search: Newton iterations from many random starting points.
rng = np.random.default_rng(4)
trial = rng.uniform(-np.pi, np.pi, (400, 3))
for _ in range(100):
    value = field(trial)
    active = np.linalg.norm(value, axis=1) > 1e-13
    if not active.any():
        break
    move = np.einsum('nij,nj->ni', np.linalg.pinv(jacobian(trial[active])),
                     value[active])
    length = np.linalg.norm(move, axis=1, keepdims=True)
    trial[active] -= move*np.minimum(1, 0.5/np.maximum(length, 1e-30))
found = trial[np.linalg.norm(field(trial), axis=1) < 1e-12]
nodes = []
for k in (found + np.pi) % (2*np.pi) - np.pi:
    if all(np.linalg.norm(np.sin((k - q)/2)) > 1e-3 for q in nodes):
        nodes.append(k)
nodes = np.array(sorted(nodes, key=lambda q: q[2]))
assert len(nodes) == 3

charges = np.array([sphere_charge(ham2, q) for q in nodes])
dets = np.array([np.linalg.det(jacobian(q)) for q in nodes])
assert charges.sum() == 0 and np.any(np.abs(charges) == 2)
for charge, det in zip(charges, dets):
    if abs(charge) == 1:
        assert charge == np.sign(det)
    else:
        assert abs(det) < 1e-5

print("Model: energies in t, k times lattice constant in rad")
print(f"m = {MASS:.1f} t, delta = {SPLIT:.1f} t, epsilon = {SKEW:.1f} t")
print(f"number of nodes found: {len(nodes)}")
for i, (q, charge, det) in enumerate(zip(nodes, charges, dets), 1):
    x, y, z = np.round(q, 4) + 0.0
    print(f"node {i}: k = ({x:.4f}, {y:.4f}, {z:.4f}) rad")
    print(f"  sphere charge {charge:+d}, det v = {round(det, 4) + 0.0:.4f} t^3")
print(f"sum of sphere charges: {charges.sum()}")


def compare_jumps(ham, axis, node_charges, occupied=1):
    """Slice Chern numbers midway between nodes against sphere charges."""
    order = np.argsort(nodes[:, axis])
    height = nodes[order, axis]
    middle = (height + np.append(height[1:], height[0] + 2*np.pi))/2
    chern = np.array([slice_chern(ham, axis, h, occupied) for h in middle])
    assert np.array_equal(chern - np.roll(chern, 1), node_charges[order])
    return middle, chern


for axis, name in ((2, "kz"), (0, "kx")):
    middle, chern = compare_jumps(ham2, axis, charges)
    for h, c in zip(middle, chern):
        print(f"slice {name} = {h:.4f} rad: C = {c:d}")

# The jump sits at the node height itself.
for i, (q, charge) in enumerate(zip(nodes, charges), 1):
    below = slice_chern(ham2, 2, q[2] - 0.1)
    above = slice_chern(ham2, 2, q[2] + 0.1)
    assert above - below == charge
    print(f"node {i}: C 0.1 rad below {below:d}, 0.1 rad above {above:d}")

# All nodes lie on ky = 0, so their jumps must cancel there at once.
assert np.max(np.abs(nodes[:, 1])) < 1e-4
side = [slice_chern(ham2, 1, h) for h in (-0.5, 0.5)]
assert side[0] == side[1]
print(f"slices ky = -0.5, +0.5 rad: C = {side[0]}, {side[1]}")

# Three bands, two occupied: the determinant form for several bands.
charges3 = np.array([sphere_charge(ham3, q, occupied=2) for q in nodes])
middle3, chern3 = compare_jumps(ham3, 2, charges3, occupied=2)
assert charges3.sum() == 0 and np.array_equal(charges3, 2*charges)
print("spin-1 model, two occupied bands, nodes in order of kz:")
print("  charges " + ", ".join(f"{c:+d}" for c in charges3))
print("  slice C " + ", ".join(f"{c:d}" for c in chern3))

# Determinant rule for anisotropic cones of both orientations.
for flip in (1, -1, 1, -1):
    v = np.eye(3) + 0.3*rng.uniform(-1, 1, (3, 3))
    v[0] *= flip
    charge = sphere_charge(lambda k, v=v: cone(k @ v.T), np.zeros(3))
    assert charge == np.sign(np.linalg.det(v))

# F has no divergence away from nodes.
point, h = np.array([0.7, -0.9, 0.4]), 1e-3
terms = np.array([(curvature(ham2, point + h*e)[a]
                   - curvature(ham2, point - h*e)[a])/(2*h)
                  for a, e in enumerate(np.eye(3))])
assert abs(terms.sum()) < 1e-4*np.max(np.abs(terms))
print("test point k = (" + ", ".join(f"{x:.1f}" for x in point) + ") rad")
print("  dFx/dkx, dFy/dky, dFz/dkz = "
      + ", ".join(f"{x:.5f}" for x in terms) + " rad^-3")
print(f"  size of their sum = {abs(terms.sum()):.1e} rad^-3")

# F is periodic even where H is periodic only up to a constant unitary.
for e in np.eye(3):
    moved = point + 2*np.pi*e
    assert np.max(np.abs(embedded(moved) - embedded(point))) > 1e-2
    assert np.allclose(curvature(embedded, moved), curvature(embedded, point),
                       atol=1e-6)

# Direct quadrature of F over a slice, for both orbital placements.
mesh = slice_mesh(2, np.pi, 120)
reference = slice_chern(ham2, 2, np.pi)
for label, ham in (("orbitals together", ham2), ("orbital displaced", embedded)):
    quad = curvature(ham, mesh)[..., 2].mean()*2*np.pi
    assert abs(quad - reference) < 1e-3
    print(f"quadrature C at kz = pi, {label}: {quad:.5f}")

# One continuum cone: flux through a disc at height h above or below the node.
x, w = np.polynomial.legendre.leggauss(200)
radius = 1.0
r, w = radius*(x + 1)/2, radius*w/2
angles = 2*np.pi*np.arange(8)/8
print(f"single cone, disc radius {radius:.1f} rad, flux / 2 pi:")
for height in (-0.1, -0.01, 0.01, 0.1):
    k = np.stack([r[:, None]*np.cos(angles), r[:, None]*np.sin(angles),
                  np.full((len(r), len(angles)), height)], axis=-1)
    density = curvature(cone, k)[..., 2].mean(axis=1)
    flux = 2*np.pi*np.sum(w*r*density)
    formula = np.pi*np.sign(height)*(1 - abs(height)/np.hypot(radius, height))
    assert abs(flux - formula) < 1e-6
    print(f"  h = {height:+.2f} rad: {flux/(2*np.pi):+.4f}")

print("OK")
```

Printed output:

```
Model: energies in t, k times lattice constant in rad
m = 1.0 t, delta = 0.2 t, epsilon = 0.3 t
number of nodes found: 3
node 1: k = (0.0000, 0.0000, -1.5708) rad
  sphere charge -2, det v = 0.0000 t^3
node 2: k = (-0.9241, 0.0000, 1.7295) rad
  sphere charge +1, det v = 0.6445 t^3
node 3: k = (0.8778, 0.0000, 2.2043) rad
  sphere charge +1, det v = 0.5646 t^3
sum of sphere charges: 0
slice kz = 0.0794 rad: C = 0
slice kz = 1.9669 rad: C = 1
slice kz = 3.4584 rad: C = 2
slice kx = -0.4621 rad: C = 1
slice kx = 0.4389 rad: C = -1
slice kx = 3.1184 rad: C = 0
node 1: C 0.1 rad below 2, 0.1 rad above 0
node 2: C 0.1 rad below 0, 0.1 rad above 1
node 3: C 0.1 rad below 1, 0.1 rad above 2
slices ky = -0.5, +0.5 rad: C = 0, 0
spin-1 model, two occupied bands, nodes in order of kz:
  charges -4, +2, +2
  slice C 0, 2, 4
test point k = (0.7, -0.9, 0.4) rad
  dFx/dkx, dFy/dky, dFz/dkz = 0.00241, -0.00149, -0.00092 rad^-3
  size of their sum = 2.9e-08 rad^-3
quadrature C at kz = pi, orbitals together: 2.00000
quadrature C at kz = pi, orbital displaced: 2.00000
single cone, disc radius 1.0 rad, flux / 2 pi:
  h = -0.10 rad: -0.4502
  h = -0.01 rad: -0.4950
  h = +0.01 rad: +0.4950
  h = +0.10 rad: +0.4502
OK
```
